Field shift in even nuclear radial moments and the King plot

Isotopes of one element have the same nuclear charge Z but different charge distributions, so an electron that enters the nucleus has a slightly different energy in each. This problem expresses the energy change through radial moments of the nuclear charge, and then asks what a comparison of two transitions can show.

Atomic units are used in the algebra, with c the speed of light, so that c² is the electron's rest energy. The nuclear charge density ρ(r) is spherical and normalized to one, and

⟨r^p⟩ = ∫ r^p ρ d³r.

The reference nucleus is a uniform sphere of radius R. Every other isotope has its charge inside R, with any spherical shape. The symbol δ means isotope minus reference. The spherically averaged electron density of the level, in the field of the reference nucleus, is n(r). Nuclear polarization, non-spherical charge and radiative corrections are left out. The mass of the nucleus enters in part (e).

**(a) Write the first-order energy change as an integral over n(r). What are δV and its slope at r = R?**

*Solution.* Let H(λ) = H₀ + λδV, where δV is the change of the electron's potential energy, and let ψ(λ) be the normalized eigenstate. Then

dE/dλ = ⟨ψ|δV|ψ⟩ + E d⟨ψ|ψ⟩/dλ = ⟨ψ|δV|ψ⟩,

because the norm is constant. At λ = 0 this gives the first-order shift

δE = ∫ n δV d³r = 4π ∫₀^R n δV r² dr.

The change of the wavefunction does not contribute at this order. For a many-electron state the same argument holds with n the total electron density. Only the spherical average of the density is needed, since δV is spherical.

The potential energy is V(r) = −Z ∫ ρ(r′)/|r−r′| d³r′. Since ∇²(1/|r−r′|) = −4πδ³(r−r′), it obeys

∇²V = +4πZρ, V′(r) = Z Q(r)/r²,

where Q(r) is the fraction of the nuclear charge inside r. At r ≥ R both nuclei have Q = 1 and V = −Z/r. Hence δV(R) = 0 and δV′(R) = 0, and the integral may stop at R.

**(b) Suppose that n(r) = Σ b_k r^{2k} for r < R, with k = 0, 1, 2, … Express δE through nuclear moments.**

*Solution.* Find a function w(r) with ∇²w = n, that is, (r²w′)′ = r²n. For one power,

(r² · p r^{p−1})′ = p(p+1) r^p,

which must equal r^{2k+2}. Taking p = 2k+2 gives

w = Σ b_k r^{2k+2}/[(2k+2)(2k+3)].

Now integrate by parts twice:

∫₀^R (r²w′)′ δV dr = [r²w′δV − r²wδV′]₀^R + ∫₀^R w (r²δV′)′ dr.

The bracket vanishes at R by part (a), and at zero because of the factors of r. Poisson's equation gives (r²δV′)′ = 4πZ r²δρ. Therefore

δE = 4πZ ∫ w δρ d³r = 4πZ Σ b_k δ⟨r^{2k+2}⟩/[(2k+2)(2k+3)].

Renumbering so that k counts from 1,

δE = Σ_{k≥1} C_k δ⟨r^{2k}⟩, C_k = 4πZ b_{k−1}/[2k(2k+1)].

The first coefficient is the field-shift factor

F = C₁ = (2π/3) Z n(0).

It is positive: a larger nucleus attracts the electron less strongly inside itself and raises the level. The remaining coefficients are written as Seltzer ratios S_k = C_k/C₁:

δE = F [δ⟨r²⟩ + S₂ δ⟨r⁴⟩ + S₃ δ⟨r⁶⟩ + …],

S₂ = (6/20) b₁/b₀ = (3/10) b₁/b₀, S₃ = (6/42) b₂/b₀ = (1/7) b₂/b₀.

**(c) Justify the even series for one electron obeying the Dirac equation, and find S₂ for s and p₁/₂ levels.**

*Solution.* Let W be the energy including c². With radial functions G and F_D (the large and small components times r),

G′ = −κG/r + (W + c² − V)F_D/c,
F_D′ = κF_D/r − (W − c² − V)G/c,

n = (G² + F_D²)/(4πr²).

Here κ = −1 for s and κ = +1 for p₁/₂. Inside the reference sphere Q = r³/R³, so V′ = Zr/R³. Matching to −Z/R at the surface gives

V = −3Z/(2R) + Zr²/(2R³).

Define T = W − V(0) = W + 3Z/(2R). Insert G = Σ g_k r^k and F_D = Σ f_k r^k. Equating the coefficients of r^{k−1}, with v = Z/(2R³),

(k+κ) g_k = [(T+c²) f_{k−1} − v f_{k−3}]/c,
(k−κ) f_k = −[(T−c²) g_{k−1} − v g_{k−3}]/c.

The division by k±κ makes the coefficients fall faster than any geometric sequence, so the series converges for every r when the interior polynomial is used as the potential. It represents the true solution for r < R.

For κ = −1 the regular solution starts with g₁. The recursion connects odd powers of G with even powers of F_D only. For κ = +1 it starts with f₁ and the roles are exchanged. In both cases G² + F_D² is even and starts at r², so n is an even series starting with b₀.

For an s level set g₁ = 1. Then

f₂ = −(T−c²)/(3c),
g₃ = (T+c²)f₂/(2c) = −(T²−c⁴)/(6c²).

The r² coefficient of n relative to the constant is

b₁/b₀ = 2g₃ + f₂²
= −(T²−c⁴)/(3c²) + (T−c²)²/(9c²)
= −(T−c²)[3(T+c²) − (T−c²)]/(9c²)
= −2(T−c²)(T+2c²)/(9c²).

Multiplication by 3/10 gives

S₂(s) = −(T−c²)(T+2c²)/(15c²).

For p₁/₂ set f₁ = 1. Then g₂ = (T+c²)/(3c) and f₃ = −(T−c²)g₂/(2c) = −(T²−c⁴)/(6c²), so that

b₁/b₀ = 2f₃ + g₂²
= −(T+c²)[3(T−c²) − (T+c²)]/(9c²)
= −2(T+c²)(T−2c²)/(9c²),

S₂(p₁/₂) = −(T+c²)(T−2c²)/(15c²).

As a check, let T = c² + t with t ≪ c². Then S₂(s) → −t/5, or b₁/b₀ → −2t/3. This is the nonrelativistic result: an s wave with kinetic energy t = q²/2 starts as 1 − q²r²/6, and its square as 1 − q²r²/3.

The finite nucleus is essential. For a point nucleus V = −Z/r, and G, F_D ∝ r^γ near the origin requires

(γ+κ)g = (Z/c)f, (γ−κ)f = −(Z/c)g.

Multiplying these gives γ² = κ² − Z²/c². For κ = ±1 this makes γ < 1, and the density ∝ r^{2γ−2} diverges at the origin. There is then no b₀. The condition that the isotopes lie inside R is also needed for the first-order series to be exact, because V has another form outside the reference sphere and the interior series no longer describes n there. The error from breaking this condition slightly is very small. For the ion of part (g) and a uniform isotope 10% larger than the reference, the series misses the first-order 1s shift by about 5×10⁻⁹ of its value, while the second-order term is about 1%.

**(d) When do different levels share the same Seltzer ratios?**

*Solution.* They do if their densities inside the nucleus have the same shape, n(r) = n(0)h(r), with h common to all. This is factorization: the electronic strength n(0) separates from a common nuclear quantity. Levels with |κ| > 1 do not fit this form. They have n(0) = 0, so F = 0 and S_k is undefined, while C₂ of a p₃/₂ level is not zero. It is small: for the ion of part (g), C₂ of 2p₃/₂ is below 10⁻⁴ of C₂ of 3s in magnitude.

For s levels the recursion contains W through T alone. All S_k are therefore functions of T, and the level energy is a small part of T in a heavy atom. For the first ratio, expand the product, (T−c²)(T+2c²) = T² + c²T − 2c⁴, and differentiate:

dS₂(s)/dW = −(2T+c²)/(15c²).

For T ≫ c² the relative change is about 2ΔW/T. Between s and p₁/₂ at equal T,

S₂(s) − S₂(p₁/₂) = −[(T²+c²T−2c⁴) − (T²−c²T−2c⁴)]/(15c²) = −2T/15,

a relative difference of about 2c²/T. Factorization is thus an approximation, better among s levels close in energy than between s and p₁/₂.

For a transition i, subtract lower from upper level:

C_{ik} = C_k(upper) − C_k(lower), F_i = C_{i1}, S_{ik} = C_{ik}/F_i.

If all levels involved share S_k, so do the transitions. In a many-electron atom the difference of total densities matters, including changes in the core. The one-electron formulas then do not by themselves establish factorization.

**(e) Add a mass shift and eliminate δ⟨r²⟩ between two transitions i and j. What follows if factorization holds?**

*Solution.* Let M′ and M be the isotope and reference masses in electron masses, and μ = 1/M′ − 1/M. To leading order in the inverse masses the mass shift of transition i is K_iμ, with K_i independent of the isotope. Cross terms between mass and field shifts are dropped. Divide the total shift by μ to obtain the modified shift m_i, and let y_k = δ⟨r^{2k}⟩/μ:

m_i = K_i + F_i [y₁ + Σ_{k≥2} S_{ik}y_k].

For F_i ≠ 0,

y₁ = (m_i − K_i)/F_i − Σ_{k≥2} S_{ik}y_k.

Substitution in the same equation for j gives

m_j = K_j − (F_j/F_i)K_i + (F_j/F_i)m_i + F_j Σ_{k≥2}(S_{jk} − S_{ik})y_k.

If S_{jk} = S_{ik} for every k, the last sum vanishes. The points (m_i, m_j), one for each isotope, then lie on a straight line, the King plot, with

slope F_j/F_i, intercept K_j − (F_j/F_i)K_i.

The moments may vary from isotope to isotope in any way. They enter both transitions through the one combination y₁ + Σ S_k y_k, which has been eliminated. A straight plot therefore does not show that δ⟨r²⟩ alone causes the field shift.

**(f) How does the plot bend if factorization fails? Is factorization necessary for a straight line?**

*Solution.* Take three isotopes with different m_i, numbered so that 2 is the middle one. For any quantity y define its height above the chord,

B[y] = y(2) − y(1) − [y(3) − y(1)] a,

a = [m_i(2) − m_i(1)]/[m_i(3) − m_i(1)].

This operation is linear, and B[1] = B[m_i] = 0 by substitution. Applied to the equation for m_j it leaves

B[m_j] = F_j Σ_{k≥2}(S_{jk} − S_{ik}) B[y_k].

A bend needs two things: different electronic shapes, and higher moments that do not themselves follow a straight line against m_i. If every B[y_k] is zero, the plot is straight without factorization. Factorization is sufficient, not necessary.

The equation is of first order in δV. Second-order field shifts add their own contribution. For each level this is a sum over all other states, divided by the energy differences, so it need not be proportional to F. It can therefore bend the plot even when the S_k agree.

**(g) Apply the results to a one-electron ion with Z = 70 and R = 6.9×10⁻⁵ Å.**

The reference has mass number 176. The isotopes have density ∝ 1 + w(r/R′)² inside their own radius R′. These are model parameters:

- 174: 1 − R′/R = 0.002, w = 0
- 172: 1 − R′/R = 0.007, w = 0.04
- 170: 1 − R′/R = 0.009, w = 0

Masses are taken as the mass number times the atomic mass unit.

*Solution: level shift.* For 1s the program gives F = 6.2251×10⁹ eV/Å² and S₂ = −8.740×10⁶ Å⁻². For isotope 172, δ⟨r²⟩ = −2.7278×10⁻¹¹ Å² and δ⟨r⁴⟩ = −2.0357×10⁻¹⁹ Å⁴. Hence

F δ⟨r²⟩ = −0.16981 eV,
F S₂ δ⟨r⁴⟩ = +0.01108 eV.

The sixth moment adds −0.00166 eV, and the full series gives −0.16024 eV. The difference of two separately computed Dirac eigenvalues is −0.16031 eV. The series is low in magnitude by about 0.05% of the shift. The tests confirm that the remainder, followed for isotope 170, grows fourfold when small nuclear changes are doubled, as a second-order term must.

The higher moments can also act alone. With w = 0.04 and the radius adjusted to keep ⟨r²⟩ fixed, the 1s level still moves by +0.00083 eV, in the eigenvalues and in the series. Charge has moved so that ⟨r⁴⟩ falls, and S₂ is negative.

*Solution: factorization.* The ratios S₂ are −8.782×10⁶ Å⁻² for 2s and −8.390×10⁶ Å⁻² for 2p₁/₂, a difference of 4.5% of the 2s value. The 1s and 2s values differ by 0.47%. This agrees with part (d): the relative change is 8.86×10⁻⁸ per eV, and the levels are 53 431 eV apart. Two s levels separated by 1 eV would differ by about one part in ten million.

*Solution: King plot.* Let i be 1s–3s and j be 2s–3s. With F(2s) = 9.855×10⁸ and F(3s) = 2.952×10⁸ eV/Å²,

F_i = (0.2952 − 6.2251)×10⁹ = −5.930×10⁹ eV/Å²,
F_j = (2.952 − 9.855)×10⁸ = −6.903×10⁸ eV/Å²,

F_j/F_i = 0.1164.

For the mass shift the nonrelativistic reduced mass M/(M+1) ≈ 1 − 1/M multiplies −Z²/(2n_q²), with n_q the principal quantum number. A level therefore has K = Z²/(2n_q²), and

K_i = 2450(1/9 − 1) = −2177.8,
K_j = 2450(1/9 − 1/4) = −340.3

in atomic units. The factorized intercept is −340.28 + 0.116416×2177.78 = −86.75 atomic units, or −2361 eV. Relativistic recoil would change these constants.

The modified shifts from the eigenvalues, in eV, are

m_i: 1 732 910, 2 047 493, 2 560 776,
m_j: 199 324.7, 235 932.0, 295 678.7.

The chord through the outer points has slope

96 354.0/827 866 = 0.11639,

close to F_j/F_i = 0.11642. Its intercept is −2366 eV. Even with all nuclear changes scaled by 0.01 it is −2362 eV, not −2361 eV: unequal S_k alter the slope of the chord already at first order, and the slope multiplies K_i.

For the middle point a = 314 583/827 866 = 0.3800, so

B[m_j] = 36 607.3 − 0.379993×96 354.0 = −6.5 eV.

This is 2.8×10⁻⁵ of m_j in magnitude. Multiplied by μ of isotope 172, the bend is −4.71×10⁻⁷ eV from the eigenvalues and −4.64×10⁻⁷ eV from part (f). Tests with reduced nuclear changes confirm the formula and the second-order scaling of what it omits.

For 2p₁/₂–3s against 1s–3s the bend times μ is +5.95×10⁻⁷ eV. Its field factor is smaller and positive, 2.379×10⁸ eV/Å², which reverses the sign. Per unit of |F_j| the bend is 3.7 times that of 2s–3s. The S₂ mismatches with 1s–3s, 1.70% and 0.46%, have nearly the same ratio. The k = 2 term of part (f) is proportional to F_j times this mismatch. From the printed moments it contributes −5.6×10⁻⁷ eV for 2s–3s and +7.0×10⁻⁷ eV for 2p₁/₂–3s to the bend times μ, and the higher terms reduce both by about one sixth, to the first-order totals −4.64×10⁻⁷ and +5.86×10⁻⁷ eV. In this example the less well factorized pair therefore bends more per unit of |F_j|. The numerical check below contains the remaining values.

Numbers as computed

```
Z: 70.0
reference radius R: 6.9e-5 angstrom
reference <r^2>: 2.8566e-9 angstrom^2
T - c^2 for 1s: 2.18408e+7 eV
rest energy c^2: 510999.0 eV
1s energy without rest energy: -71678.0508 eV
1s F: 6.2251e+9 eV/angstrom^2
1s S2: -8.74047e+6 angstrom^-2
2s energy without rest energy: -18247.2313 eV
2s F: 9.85521e+8 eV/angstrom^2
2s S2: -8.78188e+6 angstrom^-2
2p1/2 energy without rest energy: -18250.1817 eV
2p1/2 F: 5.73048e+7 eV/angstrom^2
2p1/2 S2: -8.38983e+6 angstrom^-2
3s energy without rest energy: -7961.29177 eV
3s F: 2.95182e+8 eV/angstrom^2
3s S2: -8.78986e+6 angstrom^-2
1s S3: 2.24206e+14 angstrom^-4
1s density ratio n(R)/n(0): 0.891998
relative change of S2 per eV of level energy: 8.86e-8 1/eV
isotope 174 (ref 176): 1-R/R0 = 0.002, w = 0.0
  delta<r^2>: -1.1415e-11 angstrom^2
  delta<r^4>: -7.7483e-20 angstrom^4
  1s terms r^2, r^4, r^6: -0.071059 0.0042159 -0.00059948 eV
  1s full series: -0.0673888 eV
  1s from eigenvalues: -0.0674028 eV
isotope 172 (ref 176): 1-R/R0 = 0.007, w = 0.04
  delta<r^2>: -2.72777e-11 angstrom^2
  delta<r^4>: -2.0357e-19 angstrom^4
  1s terms r^2, r^4, r^6: -0.16981 0.011076 -0.0016619 eV
  1s full series: -0.160237 eV
  1s from eigenvalues: -0.160311 eV
isotope 170 (ref 176): 1-R/R0 = 0.009, w = 0.0
  delta<r^2>: -5.11874e-11 angstrom^2
  delta<r^4>: -3.45028e-19 angstrom^4
  1s terms r^2, r^4, r^6: -0.31865 0.018773 -0.0026509 eV
  1s full series: -0.302286 eV
  1s from eigenvalues: -0.302571 eV
1s shift at fixed <r^2>, w=0.04, eigenvalues: 0.00083273 eV
same from series: 0.00083327 eV
series remainder ratio on doubling the change: 4.0
modified shifts 1s-3s: 1732910.0 2047493.0 2560776.0 eV
modified shifts 2s-3s: 199324.7 235932.0 295678.7 eV
King slope from eigenvalues: 0.116388
F ratio: 0.116416
King intercept from eigenvalues: -2366.0 eV
intercept under factorization: -2360.6 eV
intercept, nuclear changes scaled by 0.01: -2362.3 eV
2s-3s S2 of transition / S2 of 1s-3s: 1.00463
2s-3s bend times mu, eigenvalues: -4.713e-7 eV
2s-3s bend times mu, first order: -4.641e-7 eV
2p1/2-3s S2 of transition / S2 of 1s-3s: 1.01696
2p1/2-3s bend times mu, eigenvalues: 5.955e-7 eV
2p1/2-3s bend times mu, first order: 5.863e-7 eV
```
